# Solid-harmonic Gaussians as oscillator states of least position–momentum product

When a Gaussian basis function of angular momentum $l$ is added to a calculation, its exponent $a$ has to be chosen. One number then fixes two properties: how far the function reaches and how much kinetic energy it carries. Before settling on $a$, one would like to know what kinetic energy a given extent costs, and whether another radial shape of the same angular momentum could have that extent at a lower cost. The theorem below answers both questions when the extent is measured by the rms radius $\langle r^2\rangle^{1/2}$. It also shows why a Cartesian function such as $x^2e^{-ar^2}$ must not be counted as a pure $d$ function.

## Conventions and statement

Atomic units are used, with $\hbar=m=1$, where $m$ is the electron mass; as an index, $m$ is the magnetic quantum number. Lengths are in bohr and energies in hartree. The spherical harmonics $Y_{lm}$ are normalized on the unit sphere, and $a$ is real and positive.

A state has *pure angular momentum $l$* if it has the form $\psi=\sum_m R_m(r)Y_{lm}$ with a single value of $l$. The means $\langle r^2\rangle$ and $\langle p^2\rangle=\int|\nabla\psi|^2d^3r$ refer to the same origin as the harmonics. States are normalized and both means are assumed finite.

**Theorem.** Let $\psi=N\,r^lY_{lm}e^{-ar^2}$, with $N$ a normalization constant.

(a) $\psi$ is an eigenfunction of the isotropic oscillator
$$H=\tfrac12p^2+\tfrac12\omega^2r^2,\qquad \omega=2a,\qquad E=\omega\left(l+\tfrac32\right),$$
and no state of pure angular momentum $l$ has a lower mean energy for this $H$.

(b) Its means are
$$\langle r^2\rangle=\frac{l+\frac32}{2a},\qquad \langle p^2\rangle=2a\left(l+\tfrac32\right),\qquad \langle r^2\rangle\langle p^2\rangle=\left(l+\tfrac32\right)^2 .$$

(c) Every state of pure angular momentum $l$ obeys $\langle r^2\rangle\langle p^2\rangle\ge(l+\frac32)^2$. Equality holds only for these Gaussians, or for combinations of them with different $m$ and one common $a$.

Here $\omega$ is an angular frequency. In general units $\omega=2\hbar a/m$, and the bound is multiplied by $\hbar^2$.

## The eigenvalue equation

**Lemma 1.** $\nabla^2\psi=\left[4a^2r^2-2a(2l+3)\right]\psi$.

*Proof.* On a function $R(r)Y_{lm}$ the Laplacian acts through
$$R''+\frac2rR'-\frac{l(l+1)}{r^2}R .$$
For $R=r^le^{-ar^2}$ the product rule gives $R'=(l/r-2ar)R$. Differentiating once more,
$$R''=\left[-\frac{l}{r^2}-2a+\left(\frac lr-2ar\right)^2\right]R
=\left[\frac{l(l-1)}{r^2}-2a-4al+4a^2r^2\right]R .$$
The first-derivative term is $2R'/r=[2l/r^2-4a]R$. In the sum, the coefficient of $1/r^2$ is $l(l-1)+2l-l(l+1)=0$. The constants add to $-2a-4al-4a=-2a(2l+3)$, and $4a^2r^2$ remains. Since $r^lY_{lm}$ is a polynomial in $x,y,z$, $\psi$ is smooth and the equation extends to $r=0$ by continuity. $\square$

*Proof of the eigenvalue equation in (a).* With $p^2=-\nabla^2$,
$$H\psi=\left[-2a^2r^2+a(2l+3)+\tfrac12\omega^2r^2\right]\psi .$$
The bracket is constant only if $\omega^2=4a^2$, hence $\omega=2a$ for a positive frequency. The constant is $E=a(2l+3)=\omega(l+\frac32)$. $\square$

The cancellation of $1/r^2$ shows the role of the factor $r^l$: the radial derivatives $R''+2R'/r$ of $r^l$ give $l(l+1)r^{l-2}$, which cancels the centrifugal term point by point. This is a cancellation in the differential equation only. In the mean kinetic energy, written as in Lemma 3 below, the centrifugal part stays positive and adds to the radial part; by Lemma 2 it equals $2al(l+1)/(2l+1)$. The Gaussian factor then supplies the quadratic term that the oscillator potential must balance.

## The two means

**Lemma 2.** For $I_k=\int_0^\infty r^ke^{-2ar^2}dr$ with $k\ge0$,
$$I_{k+2}=\frac{k+1}{4a}I_k .$$

*Proof.* Integrate
$$\frac{d}{dr}\left(r^{k+1}e^{-2ar^2}\right)=(k+1)r^ke^{-2ar^2}-4ar^{k+2}e^{-2ar^2}$$
from zero to infinity. The left side gives zero, because $r^{k+1}e^{-2ar^2}$ vanishes at both ends. $\square$

*Proof of (b).* The density $|\psi|^2$ contains $r^{2l}e^{-2ar^2}$ and the volume element contributes $r^2$. The angular integral and $N^2$ cancel in the ratio
$$\langle r^2\rangle=\frac{I_{2l+4}}{I_{2l+2}}=\frac{2l+3}{4a}=\frac{l+\frac32}{2a}.$$
Taking the mean of $H\psi=E\psi$ gives $\langle p^2\rangle=2E-\omega^2\langle r^2\rangle$, so
$$\langle p^2\rangle=2a(2l+3)-4a^2\,\frac{2l+3}{4a}=a(2l+3)=2a\left(l+\tfrac32\right).$$
The exponent cancels in the product. $\square$

The kinetic energy $\frac12\langle p^2\rangle$ is half of $E$, so kinetic and potential energies are equal. Changing $a$ moves the function along the curve $\langle r^2\rangle\langle p^2\rangle=(l+\frac32)^2$: halving the rms radius multiplies the kinetic energy by four.

## The lower bound

Take first a single component $\psi=R(r)Y_{lm}$, where $R$ may be complex, and write $f=|R|^2$. Normalization means $\int_0^\infty r^2f\,dr=1$.

**Lemma 3.**
$$\langle p^2\rangle=\int_0^\infty\left[r^2|R'|^2+l(l+1)f\right]dr .$$

*Proof.* The gradient has a radial part $R'Y_{lm}$ and a tangential part $(R/r)\nabla_\Omega Y_{lm}$, where $\nabla_\Omega$ is the gradient on the unit sphere. These parts are perpendicular. Integration by parts on the sphere, which has no boundary, gives
$$\int|\nabla_\Omega Y_{lm}|^2d\Omega=-\int Y_{lm}^*\nabla_\Omega^2Y_{lm}\,d\Omega=l(l+1).$$
Multiplying the squared gradient by $r^2$ gives the result. $\square$

**Lemma 4.** $r^3f\to0$ as $r\to0$ and as $r\to\infty$. If $l\ge1$, also $rf\to0$ at both ends.

*Proof.* Finite $\langle p^2\rangle$ makes $R$ regular enough for integration by parts on any interval away from the origin. The derivative of $r^3f$ is $3r^2f+2r^3\,\mathrm{Re}(R^*R')$. Its first term is integrable by normalization. The second is at most $r^4|R|^2+r^2|R'|^2$ in size, and this is integrable because both means are finite. Hence $r^3f$ has a limit at each end. If a limit were $c>0$, then $r^2f$ would behave as $c/r$ there and its integral would diverge, contrary to normalization.

For $l\ge1$, Lemma 3 shows that $\int f\,dr$ is finite. The derivative of $rf$ is $f+2r\,\mathrm{Re}(R^*R')$, whose second term is at most $|R|^2+r^2|R'|^2$ in size. So $rf$ also has limits, and a nonzero limit would make $\int f\,dr$ diverge. $\square$

**Lemma 5.** For every real $\lambda>0$,
$$J(\lambda)\equiv\int_0^\infty\left|R'-\frac lrR+\lambda rR\right|^2r^2dr
=\langle p^2\rangle+\lambda^2\langle r^2\rangle-\lambda(2l+3).$$

*Proof.* The combination in $J$ is chosen because it vanishes for $R=r^le^{-\lambda r^2/2}$. Since $2\,\mathrm{Re}(R^*R')=f'$,
$$\left|R'-\left(\frac lr-\lambda r\right)R\right|^2
=|R'|^2+\left(\frac{l^2}{r^2}-2l\lambda+\lambda^2r^2\right)f-\left(\frac lr-\lambda r\right)f' .$$
After multiplication by $r^2$, the integrand is
$$r^2|R'|^2+l^2f-2l\lambda r^2f+\lambda^2r^4f-l\,rf'+\lambda r^3f' .$$
The last two terms are integrated by parts, with boundary terms removed by Lemma 4:
$$-l\int_0^\infty rf'\,dr=l\int_0^\infty f\,dr,\qquad
\lambda\int_0^\infty r^3f'\,dr=-3\lambda\int_0^\infty r^2f\,dr=-3\lambda .$$
For $l=0$ the first of these is absent from the start. The terms in $f$ combine to $l^2+l=l(l+1)$, so that with $r^2|R'|^2$ they form $\langle p^2\rangle$. The terms linear in $\lambda$ add to $-2l\lambda-3\lambda$, and the quadratic term is $\lambda^2\langle r^2\rangle$. $\square$

*Proof of (c) for one component.* An integral of a square cannot be negative, so
$$\langle p^2\rangle\ge(2l+3)\lambda-\lambda^2\langle r^2\rangle$$
for every $\lambda>0$. The right side is largest where its derivative $(2l+3)-2\lambda\langle r^2\rangle$ vanishes, at $\lambda_0=(l+\frac32)/\langle r^2\rangle$. Substitution gives
$$\langle p^2\rangle\ge\frac{2(l+\frac32)^2}{\langle r^2\rangle}-\frac{(l+\frac32)^2}{\langle r^2\rangle}
=\frac{(l+\frac32)^2}{\langle r^2\rangle},$$
which is the bound.

Equality means $J(\lambda_0)=0$, hence $R'=(l/r-\lambda_0r)R$. This is the same as
$$\frac{d}{dr}\left(r^{-l}e^{\lambda_0r^2/2}R\right)=0,$$
so $R=C\,r^le^{-\lambda_0r^2/2}$, with $a=\lambda_0/2$. $\square$

*Several values of $m$.* Both $r^2$ and $p^2$ are scalars under rotation, so different $m$ give no cross terms in the means. Applying Lemma 5 to each $R_m$ with the same $\lambda$, and adding, gives the same formula for the whole state. The bound follows as before. Equality requires each $R_m$ to solve the same first-order equation, which gives one common exponent. $\square$

*Lowest energy in (a).* Set $\lambda=\omega$ in $J(\lambda)\ge0$. Then $2\langle H\rangle=\langle p^2\rangle+\omega^2\langle r^2\rangle\ge\omega(2l+3)$, and the Gaussian attains this value. $\square$

## Remarks on meaning and limits

**The case $l=0$.** An $s$ Gaussian is a product of three one-dimensional Gaussians. By symmetry $\langle x^2\rangle=\langle r^2\rangle/3=1/(4a)$ and $\langle p_x^2\rangle=\langle p^2\rangle/3=a$. Their product is $\frac14$, the Heisenberg minimum along each axis. The value $\frac94$ is nine times this, because each of the two three-dimensional means is a sum of three equal parts.

**Large $l$.** A classical particle on a circular orbit has $r^2p^2=L^2$, where $L$ is its angular momentum. With $L^2=l(l+1)$, the quantum minimum has the ratio
$$\frac{(l+\frac32)^2}{l(l+1)}=1+\frac{2l+\frac94}{l(l+1)},$$
which tends to one. The radial distribution also narrows. Using Lemma 2 twice, $\langle r^4\rangle=(2l+5)(2l+3)/(16a^2)$, and therefore
$$\frac{\langle r^4\rangle-\langle r^2\rangle^2}{\langle r^2\rangle^2}=\frac{2l+5}{2l+3}-1=\frac{2}{2l+3}.$$
The function becomes a shell that is thin relative to its radius.

**A radial phase raises the product.** Replace $a$ by $a+ib$ in the exponent, with $b$ real. The density is unchanged, but $|R'|^2$ gains $4b^2r^2|R|^2$. Thus $\langle p^2\rangle$ gains $4b^2\langle r^2\rangle=(2l+3)b^2/a$, and the product becomes $(l+\frac32)^2(1+b^2/a^2)$. The exponent of a minimizing function must be real.

**States that mix $l$.** Let $w_l$ be the weight of angular momentum $l$ in a state, and let $\bar l=\sum_lw_l\,l$. There are no cross terms between different $l$ in the two means. Adding the inequalities of Lemma 5, each with its weight, gives
$$\langle p^2\rangle+\lambda^2\langle r^2\rangle\ge\lambda(2\bar l+3).$$
The same choice of $\lambda$ as before, with $\bar l$ for $l$, yields $\langle r^2\rangle\langle p^2\rangle\ge(\bar l+\frac32)^2$. The bound follows the average $l$, not the highest $l$ present.

## Cartesian functions of second degree

The function $xy\,e^{-ar^2}$ is pure $d$, because $\nabla^2(xy)=0$, and it has the product $\frac{49}{4}$. The function $x^2e^{-ar^2}$ is different:
$$x^2=\tfrac13r^2+\left(x^2-\tfrac13r^2\right).$$
The first part is an $s$ function and the second is pure $d$. On the unit sphere $x^2$ averages to $\frac13$ and $x^4$ to $\frac15$. The $s$ weight is therefore $(\frac13)^2/\frac15=\frac59$, leaving $\frac49$ for $d$.

Both parts have the radial factor $r^2e^{-ar^2}$, so $\langle r^2\rangle=I_8/I_6=7/(4a)$ for each. The $d$ part has $\langle p^2\rangle=7a$. For the $s$ part, $R'=(2r-2ar^3)e^{-ar^2}$, and Lemmas 2 and 3 give
$$\langle p^2\rangle_s=\frac{4I_4-8aI_6+4a^2I_8}{I_6}=\frac{16a}{5}-8a+7a=\frac{11a}{5}.$$
The whole function then has
$$\langle p^2\rangle=\frac59\cdot\frac{11a}{5}+\frac49\cdot7a=\frac{13a}{3},\qquad
\langle r^2\rangle\langle p^2\rangle=\frac{7}{4a}\cdot\frac{13a}{3}=\frac{91}{12}.$$
This lies below the $d$ bound $\frac{49}{4}$ without contradicting it, since the state is not pure $d$. Its average $l$ is $\frac89$, for which the mixed bound is $(\frac{43}{18})^2\approx5.71$.

The sum of the $x^2$, $y^2$ and $z^2$ functions is $r^2e^{-ar^2}$, a pure $s$ function. Its product is $\frac{7}{4a}\cdot\frac{11a}{5}=\frac{77}{20}$, above the $s$ minimum $\frac94$. Using all six Cartesian functions of second degree thus adds an $s$ function to the five $d$ functions.

## Worked example

Take $a=0.8$ bohr$^{-2}$, a round value, so that $\omega=1.6$ hartree$/\hbar$. For $l=1$,
$$\langle r^2\rangle=\frac{2.5}{1.6}=1.5625\ \text{bohr}^2,\qquad
\langle p^2\rangle=1.6\times2.5=4.0\ (\hbar/\text{bohr})^2 .$$
The rms radius is 1.25 bohr, or 0.6615 Å, and the rms momentum is 2.0 $\hbar$/bohr. The kinetic and oscillator potential energies are 2.0 hartree each. Their sum is 4.0 hartree, or 108.85 eV. This total belongs to the model oscillator; in a molecule the basis function keeps its kinetic energy, but the potential is another one.

The table gives the means in atomic units for four values of $l$ at this exponent. The last column is the product for a single exponential $r^le^{-\zeta r}$, discussed below.

| $l$ | $\langle r^2\rangle$ | $\langle p^2\rangle$ | Product | Exponential |
|---|---|---|---|---|
| 0 | 0.9375 | 2.4 | 2.25 | 3.0 |
| 1 | 1.5625 | 4.0 | 6.25 | 7.5 |
| 2 | 2.1875 | 5.6 | 12.25 | 14.0 |
| 3 | 2.8125 | 7.2 | 20.25 | 22.5 |

At a fixed exponent, functions of higher $l$ are larger and also carry more kinetic energy. If all are to have the same rms radius $s$, the exponent must instead be $a=(2l+3)/(4s^2)$. A $d$ function then needs $\frac73$ of the $s$ exponent.

The minimum can also be approached without assuming a Gaussian. Take as trial functions $r^le^{-r}$ times a polynomial of degree 13 in $r$, with $r$ in bohr, and minimize the product numerically over the polynomial coefficients by a quasi-Newton method. The lowest values found are 2.25000, 6.25000, 12.25000 and 20.25000 for $l=0$ to 3. The minimizing functions have overlap 1.00000 with the Gaussian of the same $\langle r^2\rangle$. The polynomial has reshaped the exponential into a Gaussian to within the printed digits.

## What the minimum does not decide

For $R=r^le^{-\zeta r}$ with $\zeta>0$, let $K_n=\int_0^\infty r^ne^{-2\zeta r}dr=n!/(2\zeta)^{n+1}$. Then
$$\langle r^2\rangle=\frac{K_{2l+4}}{K_{2l+2}}=\frac{(2l+4)(2l+3)}{4\zeta^2}.$$
With $R'=(l/r-\zeta)R$, Lemma 3 gives
$$\langle p^2\rangle=\frac{l(2l+1)K_{2l}-2l\zeta K_{2l+1}+\zeta^2K_{2l+2}}{K_{2l+2}}
=\frac{2l\zeta^2}{l+1}-\frac{2l\zeta^2}{l+1}+\zeta^2=\zeta^2 .$$
The product is $(l+2)(l+\frac32)$. For $l=0$ it exceeds the Gaussian value by one third, and the relative excess, $1/(2l+3)$, falls as $l$ grows.

At equal $\langle r^2\rangle$ the Gaussian therefore has the lower kinetic energy. This does not make it the better function for an atom, where the attraction to the nucleus also counts. For the hydrogen atom with a fixed point nucleus, a single $s$ Gaussian has $\langle1/r\rangle=I_1/I_2=2\sqrt{2a/\pi}$, from $I_1=1/(4a)$ and $I_2=\sqrt\pi/[4(2a)^{3/2}]$. Its energy is
$$E(a)=\frac{3a}{2}-2\sqrt{\frac{2a}{\pi}} .$$
Setting the derivative $\frac32-\sqrt{2/(\pi a)}$ to zero gives $a=8/(9\pi)$ and $E=-4/(3\pi)\approx-0.42$ hartree. The exponential $e^{-r}$ gives the nonrelativistic ground-state energy, $-\frac12$ hartree.

A sum of Gaussians with different exponents can lower the atomic energy towards that value. By the equality condition in (c), such a sum no longer has the minimum product. The theorem thus gives the least kinetic energy for a chosen $\langle r^2\rangle$ and angular momentum. Another measure of extent can favour another shape: for $l=0$, $\langle p^2\rangle/\langle1/r\rangle^2$ is $3a/(8a/\pi)=3\pi/8\approx1.18$ for the Gaussian, but $1$ for $e^{-\zeta r}$, which has $\langle1/r\rangle=K_1/K_2=\zeta$. The choice of extent, and of how many exponents to combine, depends on the potential.
